# Static Susceptibility from Bead Correlations and Centroid Variance in Path Integrals: test program

```python
"""Bead correlations, centroid variance and static susceptibility.

Result under test, for H = p^2/2m + V(x) and inverse temperature beta:
  <dx_0 dx_k> on a ring of P beads -> C(tau), tau = k beta/P, as P grows;
  beta * Var(centroid) -> integral of C over [0, beta] = d<x>/df at fixed
  temperature, where the force f changes H into H - f x.
C(tau) = Tr[exp(-(beta-tau)H) x exp(-tau H) x]/Z - <x>^2.
Units: hbar = m = 1, length l, energy e = hbar^2/(m l^2).
"""
import numpy as np

BETA = 4.0
QUARTIC, QUADRATIC, TILT = 0.25, -1.0, 0.2


def potential(x):
    return QUARTIC * x**4 + QUADRATIC * x**2 + TILT * x


# ---------- Reference: diagonalization in an oscillator basis ----------
full, kept, basis_freq = 110, 90, 2.0
lower = np.diag(np.sqrt(np.arange(1, full)), 1)
x_full = (lower + lower.T) / np.sqrt(2 * basis_freq)
diff = lower.T - lower
p2_full = -0.5 * basis_freq * diff @ diff
x2_full = x_full @ x_full
h_full = (0.5 * p2_full + QUARTIC * x2_full @ x2_full
          + QUADRATIC * x2_full + TILT * x_full)
H0, X, X2 = (a[:kept, :kept] for a in (h_full, x_full, x2_full))


def populations(energy):
    w = np.exp(-BETA * (energy - energy[0]))
    return w / w.sum()


def state_means(operator, perturbation, strength):
    energy, vec = np.linalg.eigh(H0 - strength * perturbation)
    return populations(energy), np.sum(vec * (operator @ vec), axis=0)


def thermal_response(operator, step=1e-4):
    values = []
    for s in (step, -step):
        pop, means = state_means(operator, operator, s)
        values.append(pop @ means)
    return (values[0] - values[1]) / (2 * step)


E, U = np.linalg.eigh(H0)
E_shift = E - E[0]
Z_shift = np.exp(-BETA * E_shift).sum()
pop0 = populations(E)
x_nm = U.T @ X @ U
mean_x = pop0 @ np.diag(x_nm)


def corr_exact(tau):
    left = np.exp(-(BETA - tau) * E_shift)
    right = np.exp(-tau * E_shift)
    return left @ x_nm**2 @ right / Z_shift - mean_x**2


chi_force = thermal_response(X)
nodes, weights = np.polynomial.legendre.leggauss(100)
taus = 0.5 * BETA * (nodes + 1)
chi_integral = 0.5 * BETA * sum(
    w * corr_exact(t) for w, t in zip(weights, taus))
assert abs(chi_force - chi_integral) < 1e-5

# Split into response at frozen populations and repopulation.
gap = E[None, :] - E[:, None]
np.fill_diagonal(gap, 1.0)
pop_drop = pop0[:, None] - pop0[None, :]
chi_frozen = np.sum(x_nm**2 * pop_drop / gap)
chi_repop = BETA * (pop0 @ np.diag(x_nm)**2 - mean_x**2)
step = 1e-4
frozen_fd = (pop0 @ state_means(X, X, step)[1]
             - pop0 @ state_means(X, X, -step)[1]) / (2 * step)
assert abs(frozen_fd - chi_frozen) < 1e-5
assert abs(chi_frozen + chi_repop - chi_integral) < 1e-6

# Cusp of C at tau = 0 and the resulting error of an equal-spacing sum.
slope = (corr_exact(1e-4) - corr_exact(0.0)) / 1e-4
assert abs(slope + 0.5) < 1e-3
P_cusp = 64
sum_exact_c = BETA / P_cusp * sum(
    corr_exact(k * BETA / P_cusp) for k in range(P_cusp))
cusp_error = sum_exact_c - chi_integral
cusp_formula = BETA**2 / (12 * P_cusp**2)
assert abs(cusp_error / cusp_formula - 1) < 0.01


# ---------- Ring polymer: bead kernel on a grid ----------
def kernel(P, x):
    v = potential(x)
    spring = P * (x[:, None] - x[None, :])**2 / (2 * BETA)
    norm = np.sqrt(P / (2 * np.pi * BETA)) * (x[1] - x[0])
    return norm * np.exp(-spring - BETA * (v[:, None] + v[None, :]) / (2 * P))


def bead_corr(P, observable=lambda x: x):
    """All P connected correlations of the observable between beads."""
    x = np.linspace(-5, 5, 201)
    lam, vec = np.linalg.eigh(kernel(P, x))
    lam = lam / lam[-1]
    a = vec.T @ (observable(x)[:, None] * vec)
    z = np.sum(lam**P)
    mean = np.diag(a) @ lam**P / z
    return np.array([lam**k @ a**2 @ lam**(P - k) / z
                     for k in range(P)]) - mean**2


P_list = [1, 4, 8, 16, 32, 64, 128]
corr = {P: bead_corr(P) for P in P_list}
chi_P = {P: BETA * corr[P].mean() for P in P_list}
error = {P: chi_P[P] - chi_integral for P in P_list}
ratio = error[64] / error[128]
assert 3.6 < ratio < 4.4
assert abs(error[128]) < 0.01 * chi_integral

fractions = [0, 1, 2, 3, 4]          # tau in units of beta/8
c_ref = np.array([corr_exact(i * BETA / 8) for i in fractions])
c_dev = {P: np.max(np.abs(corr[P][[i * P // 8 for i in fractions]] - c_ref))
         for P in (32, 128)}
assert c_dev[128] < c_dev[32] / 10 and c_dev[128] < 5e-3

# One bead must be the classical Boltzmann result.
xg = np.linspace(-5, 5, 2001)
boltz = np.exp(-BETA * potential(xg))
boltz /= boltz.sum()
chi_classical = BETA * (boltz @ xg**2 - (boltz @ xg)**2)
assert abs(chi_P[1] - chi_classical) < 1e-7


# ---------- Four beads: direct four-dimensional integral ----------
def four_beads(force):
    g = np.linspace(-4, 4, 33)
    beads = np.meshgrid(g, g, g, g, indexing="ij", sparse=True)
    action = 0.0
    for j in range(4):
        action = action + 4 * (beads[j] - beads[(j + 1) % 4])**2 / (2 * BETA)
        action = action + BETA / 4 * (potential(beads[j]) - force * beads[j])
    w = np.exp(-(action - action.min()))
    w /= w.sum()
    centroid = sum(beads) / 4
    mean = np.sum(w * beads[0])
    var_c = np.sum(w * centroid**2) - np.sum(w * centroid)**2
    pair = [np.sum(w * beads[0] * beads[k]) - mean**2 for k in (1, 2)]
    return mean, var_c, pair


_, var4, pair4 = four_beads(0.0)
chi4_direct = BETA * var4
chi4_force = (four_beads(1e-4)[0] - four_beads(-1e-4)[0]) / 2e-4
assert abs(chi4_direct - chi4_force) < 1e-5
assert abs(chi4_direct - chi_P[4]) < 1e-6
assert np.allclose(pair4, corr[4][1:3], atol=1e-7)

# ---------- Independent random rings of 32 beads ----------
P_s, n_rings = 32, 60000
rng = np.random.default_rng(7)
grid = np.linspace(-4, 4, 81)
T = kernel(P_s, grid)
T /= np.linalg.eigvalsh(T)[-1]
powers = [np.eye(len(grid))]
for _ in range(P_s):
    powers.append(powers[-1] @ T)
start_p = np.diag(powers[P_s]) / np.trace(powers[P_s])
start = rng.choice(len(grid), size=n_rings, p=start_p)
rings = np.empty((n_rings, P_s))
rings[:, 0] = grid[start]
current = start
for j in range(1, P_s):
    cum = np.cumsum(T[current] * powers[P_s - j][start], axis=1)
    target = rng.random(n_rings) * cum[:, -1]
    current = np.sum(cum < target[:, None], axis=1)
    rings[:, j] = grid[current]


def scaled_variance(values):
    """beta * variance over rings, and its standard error."""
    sq = BETA * (values - values.mean())**2
    return sq.mean(), sq.std() / np.sqrt(n_rings)


centroids = rings.mean(axis=1)
chi_s, chi_se = scaled_variance(centroids)
assert abs(chi_s - chi_P[P_s]) < 4 * chi_se
dev = rings - rings.mean()
quarter = np.mean(dev * np.roll(dev, -P_s // 4, axis=1), axis=1)
cq_s, cq_se = quarter.mean(), quarter.std() / np.sqrt(n_rings)
assert abs(cq_s - corr[P_s][P_s // 4]) < 4 * cq_se

# Observable x^2: average over beads, not the square of the centroid.
chi2_force = thermal_response(X2)
chi2_128 = BETA * bead_corr(128, np.square).mean()
chi2_32 = BETA * bead_corr(32, np.square).mean()
assert abs(chi2_128 - chi2_force) < 0.01 * chi2_force
good_s, good_se = scaled_variance(np.mean(rings**2, axis=1))
bad_s, bad_se = scaled_variance(centroids**2)
assert abs(good_s - chi2_32) < 4 * good_se
assert abs(bad_s - chi2_force) > 10 * bad_se

# Equal-time fluctuation = centroid part + spread about the centroid.
equal_time = BETA * corr_exact(0.0)
spread_s = BETA * np.mean((rings - centroids[:, None])**2)
assert equal_time > chi_integral
assert abs(spread_s - (BETA * corr[P_s][0] - chi_P[P_s])) < 0.02 * spread_s

# ---------- Harmonic well: covariance from the ring's Hessian ----------
omega = 1.5


def harmonic_cov(P):
    eye = np.eye(P)
    ring = 2 * eye - np.roll(eye, 1, axis=0) - np.roll(eye, -1, axis=0)
    return np.linalg.inv(P / BETA * ring + BETA * omega**2 / P * eye)


harm = {P: BETA * harmonic_cov(P).mean() for P in (2, 8, 400)}
assert all(abs(v - 1 / omega**2) < 1e-8 for v in harm.values())
k_h = np.arange(400)
c_harm = (np.cosh(omega * (BETA / 2 - k_h * BETA / 400))
          / (2 * omega * np.sinh(BETA * omega / 2)))
assert np.max(np.abs(harmonic_cov(400)[0] - c_harm)) < 1e-4

# ---------- Output ----------
print("Units: hbar = m = 1, length l, energy e = hbar^2/(m l^2)")
print(f"V coefficients x^4, x^2, x: {QUARTIC} e/l^4, {QUADRATIC} e/l^2, "
      f"{TILT} e/l")
print(f"beta = {BETA} 1/e")
print("lowest levels:", " ".join(f"{v:.5f}" for v in E[:3]), "e")
print(f"<x> = {mean_x:.5f} l")
print(f"chi from small force     = {chi_force:.5f} l^2/e")
print(f"chi from integral of C   = {chi_integral:.5f} l^2/e")
print(f"  frozen populations     = {chi_frozen:.5f} l^2/e")
print(f"  repopulation           = {chi_repop:.5f} l^2/e")
print(f"classical chi            = {chi_classical:.5f} l^2/e")
print(f"beta*<dx^2>, equal time  = {equal_time:.5f} l^2/e")
print("tau/beta, C exact, C 32 beads, C 128 beads (l^2):")
for i in fractions:
    print(f"  {i/8:.3f}  {c_ref[i]:.5f}  {corr[32][i*4]:.5f}  "
          f"{corr[128][i*16]:.5f}")
print("P, beta*Var(centroid), error (l^2/e):")
for P in P_list:
    print(f"  {P:3d}  {chi_P[P]:.5f}  {error[P]:+.5f}")
print(f"error ratio, P=64 to P=128: {ratio:.3f} (no unit)")
print(f"initial slope of C = {slope:.4f} e l^2")
print(f"cusp error of sum, P={P_cusp}: {cusp_error:.4e} l^2/e; "
      f"formula {cusp_formula:.4e} l^2/e")
print(f"4 beads, direct: beta*Var = {chi4_direct:.5f} l^2/e; "
      f"force response = {chi4_force:.5f} l^2/e")
print(f"sampled rings: {n_rings} (count), beads per ring: {P_s} (count)")
print(f"sampled beta*Var(centroid) = {chi_s:.4f} +- {chi_se:.4f} l^2/e")
print(f"sampled C(beta/4) = {cq_s:.4f} +- {cq_se:.4f} l^2")
print(f"sampled beta*spread about centroid = {spread_s:.4f} l^2/e")
print(f"x^2 response, small field     = {chi2_force:.5f} l^4/e")
print(f"x^2 response, 32 beads        = {chi2_32:.5f} l^4/e")
print(f"x^2 response, 128 beads       = {chi2_128:.5f} l^4/e")
print(f"sampled, bead average of x^2  = {good_s:.4f} +- {good_se:.4f} l^4/e")
print(f"sampled, squared centroid     = {bad_s:.4f} +- {bad_se:.4f} l^4/e")
print(f"harmonic omega = {omega} e/hbar, 1/(m omega^2) = "
      f"{1/omega**2:.6f} l^2/e")
print("harmonic beta*Var(centroid), P=2, 8, 400:",
      " ".join(f"{v:.6f}" for v in harm.values()), "l^2/e")
print("tests ok")
```

It prints:

```
Units: hbar = m = 1, length l, energy e = hbar^2/(m l^2)
V coefficients x^4, x^2, x: 0.25 e/l^4, -1.0 e/l^2, 0.2 e/l
beta = 4.0 1/e
lowest levels: -0.40789 0.12914 1.21834 e
<x> = -0.74219 l
chi from small force     = 2.71516 l^2/e
chi from integral of C   = 2.71516 l^2/e
  frozen populations     = 1.81390 l^2/e
  repopulation           = 0.90126 l^2/e
classical chi            = 2.98732 l^2/e
beta*<dx^2>, equal time  = 3.72775 l^2/e
tau/beta, C exact, C 32 beads, C 128 beads (l^2):
  0.000  0.93194  0.93185  0.93193
  0.125  0.74657  0.74736  0.74662
  0.250  0.64436  0.64544  0.64443
  0.375  0.59142  0.59263  0.59150
  0.500  0.57492  0.57617  0.57500
P, beta*Var(centroid), error (l^2/e):
    1  2.98732  +0.27217
    4  2.88511  +0.16995
    8  2.77997  +0.06481
   16  2.73436  +0.01920
   32  2.72022  +0.00506
   64  2.71644  +0.00128
  128  2.71548  +0.00032
error ratio, P=64 to P=128: 3.985 (no unit)
initial slope of C = -0.5000 e l^2
cusp error of sum, P=64: 3.2547e-04 l^2/e; formula 3.2552e-04 l^2/e
4 beads, direct: beta*Var = 2.88511 l^2/e; force response = 2.88511 l^2/e
sampled rings: 60000 (count), beads per ring: 32 (count)
sampled beta*Var(centroid) = 2.7295 +- 0.0178 l^2/e
sampled C(beta/4) = 0.6475 +- 0.0045 l^2
sampled beta*spread about centroid = 1.0070 l^2/e
x^2 response, small field     = 2.03871 l^4/e
x^2 response, 32 beads        = 2.04378 l^4/e
x^2 response, 128 beads       = 2.03904 l^4/e
sampled, bead average of x^2  = 2.0312 +- 0.0107 l^4/e
sampled, squared centroid     = 2.3716 +- 0.0118 l^4/e
harmonic omega = 1.5 e/hbar, 1/(m omega^2) = 0.444444 l^2/e
harmonic beta*Var(centroid), P=2, 8, 400: 0.444444 0.444444 0.444444 l^2/e
tests ok
```
